When small, twinned or growing crystals depart from the Wulff shape

A batch of small fcc crystals may contain truncated octahedra, sharp octahedra and particles divided by a twin plane. All have the same {111} and {100} surface energies. The Wulff construction turns those energies into one shape, the same at every size. Does it follow that the other particles are out of equilibrium, or that the surface energies are wrong?

**A counter-example: costly edges**

Take the octahedron |x| + |y| + |z| ≤ s and cut each of its six corners to depth c, with t = c/s < 1/2. The facet energies per area are g₁ for {111} and g₂ for {100}. The edge energies per length are e₁₁ where two {111} facets meet and e₁₀ where {111} meets {100}. Vertex energies, strain, relaxation, entropy and supports are left out.

The uncut octahedron has volume 4s³/3, eight triangular faces of side √2 s with total area 4√3 s², and twelve edges of length √2 s. Each cut removes a pyramid of height c on a square base of area 2c² and side √2 c. Its volume is 2c³/3 and its four sloping faces have area 2√3 c². Six cuts give

V = 4s³/3 − 4c³
A₁₁₁ = 4√3(s² − 3c²),  A₁₀₀ = 12c²
L₁₁ = 12√2(s − 2c),  L₁₀ = 24√2 c.

The energy F = g₁A₁₁₁ + g₂A₁₀₀ + e₁₁L₁₁ + e₁₀L₁₀ is therefore

F = 4√3 g₁s² − 12(√3 g₁ − g₂)c² + 12√2 e₁₁s + 24√2(e₁₀ − e₁₁)c.

Define one number and two lengths:

t₀ = 1 − g₂/(√3 g₁)
a = √(3/2) e₁₁/g₁,  b = √(2/3)(e₁₀ − e₁₁)/g₁.

Taking out the factor 4√3 g₁ leaves

F = 4√3 g₁[s² − 3t₀c² + 2as + 6bc].  (1)

The Wulff construction places each facet at a distance from the centre proportional to its energy. The distances are s/√3 and s − c, so (s − c)/(s/√3) = g₂/g₁, which gives t = t₀ at every size.

Now compare the cut crystal with an uncut octahedron of equal volume and half-diagonal S. Equal volume means s³ = S³ + 3c³, so s ≈ S + c³/S² to leading order in c³/S³. Then s² − S² ≈ 2c³/S and 2a(s − S) ≈ 2ac³/S². With S′ = S/(1 + a/S), the energy difference is

ΔF = 4√3 g₁c[2c²/S′ − 3t₀c + 6b].  (2)

For b > 0 a shallow cut costs energy, because its new edges grow as c while the surface gain grows as c². The bracket first touches zero when its discriminant vanishes, 9t₀² = 48b/S′:

S′ = 16b/(3t₀²),  c = 3t₀S′/4.  (3)

Below this size the octahedron has lower energy than any crystal with six equal cuts, including the Wulff shape. The {100} facets are lost at a finite depth. A local minimum with cuts survives further down: dΔF/dc = 0 requires c²/S′ − t₀c + b = 0, which has real roots for S′ ≥ 4b/t₀².

For numbers, take g₁ = 0.0592 and g₂ = 0.0702 eV/Å², which give t₀ = 0.315, and the round values e₁₁ = 0.05 and e₁₀ = 0.10 eV/Å. These edge energies are chosen for illustration and are not those of a particular metal; the bond model below gives smaller values and the opposite sign of b. Then a = 1.03 Å and b = 0.690 Å, and

S′ = 16 × 0.690/(3 × 0.3152²) ≈ 37.0 Å.

Solving S² − S′S − aS′ = 0 gives S = 38.0 Å. Minimization without the expansion gives 37.8 Å (71.4 bohr), about 4600 atoms, with a cut depth of 8.8 Å at the transition. This size is sensitive to the omitted vertex energies: if the 24 corners of the cut crystal cost 0.3 eV more in total than the 6 of the octahedron, it moves to 38.5 Å, and for 1 eV to 40.1 Å. The expanded condition S′ = 4b/t₀² places the end of the local minimum at S = 28.8 Å; without the expansion it ends near 28.7 Å. The length (e₁₀ − e₁₁)/g₁ is only 0.84 Å, but the factor 1/t₀² ≈ 10 makes it matter at nanometre size.

**The correct statement**

The Wulff shape minimizes facet energy at fixed volume for a single crystal. Within the model used here:

1. Edge energies shift t by a relative amount proportional to 1/s at large s, and for b > 0 they remove {100} below the size given by (3). That size has meaning only when it spans many atoms; for e₁₁ = 0.05 and e₁₀ − e₁₁ = 0.005 eV/Å it holds about 8.
2. A twin plane held at the middle of the particle changes the shape at every size.
3. Growth at fixed driving force leads towards a shape set by mobilities and capillarity, which differs from the Wulff shape unless the facet mobilities stand in the same ratio as the facet energies.

**Proof for facet energies alone**

Let W be the body x·nᵢ ≤ gᵢ, with volume v, and let K be any convex crystal bounded by facets with normals nᵢ. Form K + δW, the set of all sums of a point of K and a point of δW. Facet i moves out by δ times the extent of W along nᵢ, which is at most gᵢ. Hence dV/dδ at δ = 0 is at most ΣgᵢAᵢ = F. The Brunn–Minkowski inequality, used here as a mathematical theorem, states

V(K + δW)^(1/3) ≥ V(K)^(1/3) + δv^(1/3).

Its derivative at δ = 0 gives dV/dδ ≥ 3V^(2/3)v^(1/3). Therefore

F ≥ 3V^(2/3)v^(1/3).  (4)

For K = λW the facet distances are λgᵢ. Dividing K into pyramids from the centre gives V = ΣλgᵢAᵢ/3 = λF/3, and since V = λ³v, equality holds in (4). Edge energies, an internal boundary and motion are all absent from this argument.

**Edges: the size at which they matter**

At fixed volume s²ds = 3c²dc. Setting dF = 0 in (1) gives

(2s + 2a)(3c²/s²) − 6t₀c + 6b = 0.

Division by 6s yields

t²(1 + a/s) − t₀t + b/s = 0.  (5)

The larger root is the minimum. Put t = t₀ + δ and keep first order in δ and 1/s: t₀δ + (at₀² + b)/s = 0, so

t/t₀ ≈ 1 − (a + b/t₀²)/s.  (6)

From (1), the ratio of edge to surface energy at t = t₀ is (2a + 6bt₀)/[(1 − 3t₀³)s]. In the costly-edge case it reaches 10% at s = 37 Å. That this lies near the size where {100} is lost is particular to these numbers: the share depends on both a and b, while S′ in (3) depends only on b and t₀. At s = 60 Å the root of (5) is t = 0.268, about 15% below t₀; at 300 Å it is 0.307.

How large are edge energies if they come from missing neighbours? Let u_Z be the excess energy of an atom with Z nearest neighbours, relative to Z = 12, and d the neighbour distance. Take an octahedron with m atoms per edge, remove k layers at each corner, and write κ = k + 1/2. Facets are placed half a layer spacing outside the outer atoms, so s = md/√2 and c = κd/√2.

Each {100} facet has (k − 1)² inner atoms with Z = 8. The 24 vertices have Z = 6. Edge atoms between vertices have Z = 7 and number 24(k − 1) + 12(m − 2k − 2). A {111} face has m(m + 1)/2 − 3k(k + 1)/2 atoms, of which 3(m − k − 1) lie on its perimeter; the rest have Z = 9. In terms of κ,

N₉ = 4m² − 12κ² − 20m + 24κ + 15
N₈ = 6κ² − 18κ + 27/2
N₇ = 12m − 48,  N₆ = 24.

The quadratic terms of ΣN_Z u_Z must equal the surface energy, with A₁₁₁ = 2√3 d²(m² − 3κ²) and A₁₀₀ = 6κ²d². This gives g₁ = 2u₉/(√3 d²) and g₂ = u₈/d². The linear terms must equal the edge energy, with L₁₁ = 12(m − 2κ)d and L₁₀ = 24κd:

12d e₁₁ = 12u₇ − 20u₉
24d(e₁₀ − e₁₁) = 24u₉ − 18u₈.

The facet placement matters, since moving a facet shifts energy between surface and edge terms. With this choice the atom number differs from V/Ω, where Ω = d³/√2 is the volume per atom, by m/3 + κ/2. That has no area term, and its effect on the energy is of vertex order.

For pair bonds u_Z ∝ 12 − Z, so u₉ : u₈ : u₇ = 3 : 4 : 5 and both edge energies vanish. For u_Z = E(1 − √(Z/12)), with E = 3 eV and d = 2.8 Å, the facet energies are those used above, while e₁₁ = 0.0139 and e₁₀ = 0.0100 eV/Å. Now a = 0.287 Å and b = −0.054 Å. The two terms in (6) have opposite signs, and the cuts grow slightly: the shift is 1% at s ≈ 26 Å. The edge share of the energy is 1% at s ≈ 52 Å. Removing one atomic layer changes c by d/√2 ≈ 2 Å, or t by about 0.08 at s = 26 Å, far more than the shift of 0.003. In this model the discreteness of layers hides the edge effect on shape. Small size alone does not make edge energies important. The relative shift of t is set by a and b/t₀² against s, while by (6) the change of the cut depth tends to the constant −(t₀a + b/t₀), to be compared with the layer spacing of 2 Å: it is +0.08 Å here and −2.5 Å for the costly edges.

**A twin plane**

Let a {111} twin boundary of energy g_t per area divide the particle into mirror-image halves. Assign g_t/2 to the contact facet of each half. Each half then obeys (4) with volume V/2 and a Wulff body of volume v_h, so the minimum total is

F = 2 × 3(V/2)^(2/3)v_h^(1/3) = 3V^(2/3)(2v_h)^(1/3).

The body W has s = √3 g₁ and v = 4s³(1 − 3t₀³)/3. The half body is half of W plus a slab of thickness g_t/2 beyond the central plane. The section x + y + z = p is a hexagon with alternating sides (s ± p)/√2 and area (√3/4)(3s² − p²), provided the corner cuts do not reach it, which holds here. Its distance from the centre is p/√3. With q = g_t/(2g₁), the slab ends at p = qs and its volume is

∫₀^(qs) (1/4)(3s² − p²)dp = s³(9q − q³)/12.

The energy ratio of twinned to untwinned crystal is thus

(2v_h/v)^(1/3) = [1 + (9q − q³)/(8(1 − 3t₀³))]^(1/3).

For g_t = 0.002 eV/Å², q = 0.0169 and the ratio is 1.007. Size does not appear, because boundary and surface energies both scale as area. The formula holds until the cuts reach the section, q ≤ 1 − 2t₀ = 0.37. The ratio exceeds 1 for any g_t > 0, because the half body always holds half of W plus a slab, so in this model the twinned particle is the best shape for a twin plane held in place, not the lowest-energy state overall. As g_t → 0 the energies become equal but the shapes do not: one half is turned by 180° about the twin normal, and 6.3% of the particle's volume lies outside the untwinned Wulff shape.

**Growth**

Assume linear kinetics without edge energies, vᵢ = Kᵢ(Δμ − Ωμᵢ). Here vᵢ is the facet velocity, Δμ the driving energy per atom, and μᵢ the surface energy gained per volume added on facet family i.

Advancing {100} by dh at fixed s gives dc = −dh, so dF = 24√3 g₁t₀c dh and dV = 12c²dh. Advancing {111} at fixed s − c gives dc = ds, so dF = 8√3 g₁(s − 3t₀c)ds and dV = 4(s² − 3c²)ds. The ratios are

μ₁₀₀ = 2√3 g₁t₀/c
μ₁₁₁ = 2√3 g₁(s − 3t₀c)/(s² − 3c²).

At t = t₀ both equal 2√3 g₁/s. Growth and dissolution balance at the critical size s* = 2√3 g₁Ω/Δμ. Since s/√3 advances at v₁₁₁ and s − c at v₁₀₀,

dc/ds = 1 − v₁₀₀/(√3 v₁₁₁).

Let ρ = K₁₀₀/K₁₁₁. For s ≫ s*, μ₁₁₁ is negligible and

dc/ds ≈ 1 − (ρ/√3)(1 − t₀s*/c).  (7)

If √3/2 < ρ < √3, c grows in proportion to s and t tends to 1 − ρ/√3, set by the ratio of mobilities. This equals t₀ only if ρ = g₂/g₁; in that one case dc/ds = t₀ at t = t₀ and a Wulff-shaped seed keeps its shape. For ρ < √3/2 the cuts meet and this geometry fails. If ρ > √3, constant velocities would make {100} disappear. Capillarity slows a small facet, however, and (7) has the stable fixed point

c* = t₀s*/(1 − √3/ρ).

With Δμ = 0.2 eV, s* = 15.9 Å. For ρ = 3, c* = 0.3152 × 15.92/0.4226 ≈ 11.9 Å. A linear law is justified only for Δμ small against kT, and 0.2 eV is 7.7 kT at 300 K, so this value and those that follow illustrate the model. With x = (Δμ − Ωμᵢ)/kT at 300 K and the same ρ, a rate proportional to 1 − exp(−x) gives c* = 5.6 Å and one proportional to exp(x) − 1 gives 71 Å; c stays bounded in both. Step nucleation on flat facets is not described. Start from a Wulff-shaped seed with s = 31.8 Å and c = 10.0 Å. Constant velocities would remove {100} at s = 45.5 Å. The full equations give c = 8.8 Å at s = 64 Å and 11.1 Å at 318 Å. The initial fall follows from dc/ds = 1 − √3 < 0 at the seed, where both driving forces are reduced equally. The cut depth passes through a minimum of about 8.0 Å near s = 41 Å and then rises slowly towards c*. The facets therefore survive at bounded size, their area changing by about a factor of two, while t falls to 0.035 at 318 Å. Here the larger crystal is further from the Wulff shape, the opposite of the edge effect.

The numerical check checks these results with polyhedra built from half-spaces, explicit atomic clusters and integrated growth equations.

Table of computed values

```
cohesive energy: 3.0 eV
neighbour distance: 2.8 angstrom
volume per atom: 15.52 angstrom^3
g1 (111): 0.05920 eV/angstrom^2
g2 (100): 0.07022 eV/angstrom^2
Wulff cut ratio t0: 0.3152
Case A: edge energies from the atomic model
A e11: 0.01387 eV/angstrom
A e10: 0.00996 eV/angstrom
A length a: 0.2870 angstrom
A length b: -0.0540 angstrom
A vertex remainder per cluster: 0.5309 eV
A t at s = 10 angstrom: 0.3226
A t at s = 20 angstrom: 0.3190
A t at s = 50 angstrom: 0.3167
A s for 1% shift of t (first order): 25.7 angstrom
A s for 1% edge share of energy: 52.1 angstrom
Case B: costly edges, same facets
B e11: 0.05 eV/angstrom
B e10: 0.10 eV/angstrom
B length a: 1.0345 angstrom
B length b: 0.6896 angstrom
B t at s = 60 angstrom: 0.2676
B t at s = 100 angstrom: 0.2882
B t at s = 300 angstrom: 0.3066
B s for 10% edge share of energy: 37.2 angstrom
B S where {100} is lost, numerical: 37.80 angstrom
B same in bohr: 71.4 bohr
B same, leading-order formula: 38.04 angstrom
B cut depth c at the loss: 8.84 angstrom
B atoms at the loss: 4641
B S where local minimum ends, formula: 28.77 angstrom
Twin plane
twin energy: 0.002 eV/angstrom^2
twinned/untwinned energy ratio: 1.00694
volume displaced by zero-energy twin: 6.31 %
Growth
drive per atom: 0.2 eV
mobility ratio K100/K111: 3.0
critical size s*: 15.92 angstrom
seed size: 31.83 angstrom
s where {100} ends, constant velocities: 45.53 angstrom
s = 31.8 angstrom: c = 10.03 angstrom, t = 0.3152
s = 63.7 angstrom: c = 8.78 angstrom, t = 0.1379
s = 318.3 angstrom: c = 11.10 angstrom, t = 0.0349
s = 3183.1 angstrom: c = 11.79 angstrom, t = 0.0037
limiting cut depth c*: 11.87 angstrom
t at the last size for mobility ratio 1: 0.4217
limit of t for mobility ratio 1: 0.4226
```
